# Friction on a Slow Charge in a Degenerate Electron Gas

## What goes wrong with a bare charge

A slow ion in a metal loses energy by scattering electrons near the Fermi surface. The valence electrons of a semiconductor can be treated roughly in the same way if the band gap is ignored. If those electrons see the bare Coulomb potential, the predicted friction is infinite. The drag turns out to contain $\int dk/k$ over momentum transfers $k$, and this integral diverges at small $k$. In a gas without a gap, a finite answer needs screening, and its value depends on how screening varies with $k$.

I use atomic units, $\hbar=m=e=4\pi\varepsilon_0=1$, so an electron's speed equals its wavenumber. The ion has charge $Z$, mass $M\gg1$ and constant velocity $\mathbf v$. The gas is uniform, with density $n=k_F^3/(3\pi^2)$ and temperature far below the Fermi temperature. The aim is a friction coefficient $Q$, defined by the stopping force $S=Qv$ for $v\ll k_F$.

## Simple case: a fixed scatterer in a drifting gas

In the ion's frame the electrons drift with velocity $\mathbf w=-\mathbf v$ past a fixed potential. Scattering is elastic. The net rate between states $\mathbf p$ and $\mathbf p'$ contains $f_p(1-f_{p'})-f_{p'}(1-f_p)=f_p-f_{p'}$, so the Pauli factors cancel. An electron of momentum $\mathbf p$ meets the scatterer with flux $p$ and loses on average the fraction $1-\cos\theta$ of its forward momentum. The force on the ion is therefore

$$\mathbf F=\int\frac{2\,d^3p}{(2\pi)^3}\,f(|\mathbf p-\mathbf w|)\,p\,\sigma_{tr}(p)\,\mathbf p,\qquad \sigma_{tr}=\int d\Omega\,(1-\cos\theta)\frac{d\sigma}{d\Omega}.$$

To first order in $w$, $f(|\mathbf p-\mathbf w|)=f_0(p)-\mathbf w\cdot\hat{\mathbf p}\,f_0'(p)$, and $f_0'=-\delta(p-k_F)$. The first term gives no force by symmetry. In the second, the angular average of $(\mathbf w\cdot\hat{\mathbf p})\hat{\mathbf p}$ is $\mathbf w/3$:

$$\mathbf F=\frac{2\cdot4\pi}{8\pi^3}\,\frac{k_F^4\sigma_{tr}(k_F)}{3}\,\mathbf w=n k_F\sigma_{tr}(k_F)\,\mathbf w .$$

Since $\mathbf w=-\mathbf v$, this is a drag with $Q=nk_F\sigma_{tr}(k_F)$.

For a weak potential with Fourier transform $V(q)$, the Born cross section is $d\sigma/d\Omega=|V(q)|^2/(4\pi^2)$. The momentum transfer is $q=2k_F\sin(\theta/2)$, so

$$1-\cos\theta=\frac{q^2}{2k_F^2},\qquad d\Omega=2\pi\sin\theta\,d\theta=\frac{2\pi q\,dq}{k_F^2}.$$

The upper limit $q=2k_F$ is backscattering. Collecting factors,

$$\sigma_{tr}=\frac{1}{4\pi k_F^4}\int_0^{2k_F}q^3|V(q)|^2dq,\qquad Q=\frac{1}{12\pi^3}\int_0^{2k_F}q^3|V(q)|^2dq. \tag{1}$$

The bare potential $V=-4\pi Z/q^2$ gives the divergent $\int dq/q$.

The simplest cure is Thomas–Fermi screening. With $\mu=k_F^2/2$, a slowly varying potential energy $V$ changes the density by $-(dn/d\mu)V=-(k_F/\pi^2)V$. Poisson's equation for the electron potential energy then reads

$$V=-\frac{4\pi Z}{q^2}-\frac{4\pi}{q^2}\frac{k_F}{\pi^2}V\quad\Rightarrow\quad V=-\frac{4\pi Z}{q^2+\kappa^2},\qquad \kappa^2=\frac{4k_F}{\pi}.$$

Put this into (1) and substitute $s=q^2$. With $X=4k_F^2/\kappa^2=\pi k_F$,

$$Q_{TF}=\frac{4Z^2}{3\pi}\cdot\frac12\int_0^{4k_F^2}\frac{s\,ds}{(s+\kappa^2)^2}=\frac{2Z^2}{3\pi}\left[\ln(1+X)-\frac{X}{1+X}\right]. \tag{2}$$

**Two limits.** For $X\gg1$, a dense gas, $Q_{TF}\to(2Z^2/3\pi)(\ln X-1)$. It grows only logarithmically with density, because the factor $k_F^4$ in $nk_F$ cancels the $k_F^{-4}$ in $\sigma_{tr}$. For $X\ll1$ the bracket tends to $X^2/2$ and $Q_{TF}\to\pi Z^2k_F^2/3$. That second limit checks the algebra but not nature, since both the Born approximation and this screening model fail in a dilute gas.

**Test with phase shifts.** The radial Schrödinger equation was solved for Yukawa charges $Z=\pm0.02$ at the $k_F$ of the example below. Averaging $Q/Z^2$ over the two signs removes the term odd in $Z$. The result is 1.0001 times (2) with $Z=1$, which confirms the Born step and its prefactor.

## First generalization: screening that depends on $k$

Thomas–Fermi screening assumes a slowly varying potential, but (1) weights transfers up to $2k_F$. The electrons' response is needed at finite $k$.

Let the total potential energy be $V e^{i(\mathbf k\cdot\mathbf r-\omega t)}$, switched on slowly, and let $E_p=p^2/2$. The equation of motion $i\dot\rho=[H,\rho]$ for the density matrix gives, to first order,

$$(\omega+i0)\,\delta\rho_{p+k,p}=(E_{p+k}-E_p)\,\delta\rho_{p+k,p}+V(f_p-f_{p+k}).$$

Summing over $\mathbf p$ and both spins gives $\delta n=\chi_0V$ with

$$\chi_0(k,\omega)=\int\frac{2\,d^3p}{(2\pi)^3}\frac{f_p-f_{p+k}}{\omega+i0-(E_{p+k}-E_p)}. \tag{3}$$

In the random phase approximation the electrons respond to the external potential plus the mean Coulomb potential of the induced density: $V=V_{ext}+(4\pi/k^2)\chi_0V$. Hence $V=V_{ext}/\varepsilon$ with $\varepsilon=1-(4\pi/k^2)\chi_0$.

At $\omega=0$, substitute $\mathbf p\to-\mathbf p-\mathbf k$ in the $f_{p+k}$ term. It becomes equal to the first term, and $E_{p+k}-E_p=\mathbf p\cdot\mathbf k+k^2/2$. Slice the Fermi sphere perpendicular to $\mathbf k$. A slice at $p_z=k_Ft$ has area $\pi k_F^2(1-t^2)$. With $x=k/2k_F$,

$$\chi_0(k,0)=-\frac{k_F^2}{2\pi^2k}\,\mathcal P\!\int_{-1}^{1}\frac{1-t^2}{t+x}\,dt .$$

Write $1-t^2=(1-x^2)+(x-t)(x+t)$. The first part integrates to $(1-x^2)\ln|(1+x)/(1-x)|$ and the second to $2x$. Therefore

$$\varepsilon(k,0)=1+\frac{\kappa^2}{k^2}F(x),\qquad F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|. \tag{4}$$

Expanding the logarithm for $x<1$ gives

$$F=1-\frac12\sum_{m\ge1}x^{2m}\left(\frac{1}{2m-1}-\frac{1}{2m+1}\right).$$

So $F$ falls steadily from 1 at $k=0$ to $1/2$ at $k=2k_F$. The limit $k\to0$ recovers Thomas–Fermi screening, and at finite $k$ the gas screens less well.

Inserting $V=-4\pi Z/[k^2\varepsilon(k,0)]$ into (1) gives

$$\boxed{Q=\frac{4Z^2}{3\pi}\int_0^{2k_F}\frac{dk}{k\,\varepsilon(k,0)^2}} \tag{5}$$

At small $k$ the integrand behaves as $k^3/\kappa^4$, so the divergence is gone. Since $F\le1$, (2) is a lower bound on (5).

## Second generalization: the moving charge

The scattering argument assumed that the moving ion carries its static screening cloud. The dynamic response tests this assumption. The potential of the charge $Z\delta(\mathbf r-\mathbf vt)$ is

$$\phi(\mathbf r,t)=\int\frac{d^3k}{(2\pi)^3}\frac{4\pi Z}{k^2\varepsilon(k,\omega)}e^{i\mathbf k\cdot(\mathbf r-\mathbf vt)},\qquad\omega=\mathbf k\cdot\mathbf v .$$

The force on the ion is $-Z\nabla\phi$ at $\mathbf r=\mathbf vt$, and $S$ is minus its component along $\mathbf v$:

$$S=\frac{4\pi Z^2}{v}\int\frac{d^3k}{(2\pi)^3}\frac{i\omega}{k^2\varepsilon(k,\omega)} .$$

Because $\varepsilon(k,-\omega)=\varepsilon(k,\omega)^*$, the part with $\mathrm{Re}(1/\varepsilon)$ is odd in $\omega$ and cancels. This also removes the ion's own bare field. What remains is $\omega\,\mathrm{Im}(-1/\varepsilon)$, which is even. Use $d^3k=2\pi k^2dk\,d\omega/(kv)$ with $|\omega|<kv$, and fold negative frequencies onto positive ones:

$$S=\frac{2Z^2}{\pi v^2}\int_0^\infty\frac{dk}{k}\int_0^{kv}\omega\,\mathrm{Im}\frac{-1}{\varepsilon(k,\omega)}\,d\omega . \tag{6}$$

For the imaginary part of (3), use $\mathrm{Im}\,(y+i0)^{-1}=-\pi\delta(y)$. The delta function fixes $p_z=\omega/k-k/2$ and contributes $1/k$. For $\omega>0$, the factor $f_p-f_{p+k}$ is 1 when $\mathbf p$ lies inside the Fermi sphere and $\mathbf p+\mathbf k$ outside, and zero otherwise. In the transverse plane this is a ring,

$$k_F^2-(p_z+k)^2<p_\perp^2<k_F^2-p_z^2,$$

with area $\pi(2p_zk+k^2)=2\pi\omega$. The ring is complete if $p_z+k\le k_F$, that is, $\omega\le kk_F-k^2/2$. Then

$$\mathrm{Im}\,\chi_0=-\pi\,\frac{2}{8\pi^3}\,\frac{2\pi\omega}{k}=-\frac{\omega}{2\pi k},\qquad \mathrm{Im}\,\varepsilon=\frac{2\omega}{k^3}. \tag{7}$$

A random sampling of the Fermi sphere at $k=0.8$, counting transitions with $0<\omega<0.2$, gave 0.9986 of the number implied by (7), within its sampling noise of about 0.4%.

To first order in $\omega$, $\mathrm{Im}(-1/\varepsilon)=\mathrm{Im}\,\varepsilon/|\varepsilon|^2=2\omega/[k^3\varepsilon(k,0)^2]$ for $k<2k_F$, and zero beyond. The inner integral in (6) is $2(kv)^3/[3k^3\varepsilon^2]=2v^3/(3\varepsilon^2)$, so

$$S=\frac{2Z^2}{\pi v^2}\cdot\frac{2v^3}{3}\int_0^{2k_F}\frac{dk}{k\,\varepsilon(k,0)^2}=Qv ,$$

with the same $Q$ as (5). The static cloud is therefore sufficient at this order.

**The edge at $2k_F$.** The ring is cut off in a window whose width is of order $v$, which might change $Q$ by a relative amount of order $v$. Put $k=2k_F+\delta$ and $\omega=ku$ with $u\le v$. For $|\delta|<2u$ the lower ring radius has reached zero, and the disc that remains gives $k^3\,\mathrm{Im}\,\varepsilon=k_F^2-(u-k/2)^2\approx2k_F(u-\delta/2)$. Formula (7) with a sharp cutoff instead gives $4k_Fu$ for $\delta<0$ and zero for $\delta>0$. Over the window,

$$\int_{-2u}^{2u}2k_F\left(u-\frac{\delta}{2}\right)d\delta=8k_Fu^2=\int_{-2u}^{0}4k_Fu\,d\delta .$$

The two agree, so the linear correction cancels. The real part of $\varepsilon$ is even in $\omega$, and inside the window it shifts by an amount that vanishes with $v$. The remaining error is thus smaller than first order.

**Test at finite speed.** Evaluating (6) with the full dynamic $\varepsilon$ at the example's $k_F$ gives $S/(Qv)=1.0001$, 1.005, 1.013 and 1.032 at $v=0.01$, 0.1, 0.2 and 0.4. Between the first two speeds the excess grows about 46-fold, whereas a linear correction would grow tenfold.

## A 1 keV proton in silicon

A proton of this energy is slow compared with electrons at the Fermi surface, as the formula requires. The model replaces silicon's valence electrons by a uniform gas. With eight atoms per cubic cell, four valence electrons each and a lattice constant of 0.543 nm, $n=32/0.543^3=199.9$ nm$^{-3}$, or 0.0296 in atomic units. Then $k_F=(3\pi^2n)^{1/3}=0.957$.

The proton energy is $1000/27.21=36.75$ hartree, so $v=\sqrt{2\times36.75/1836}=0.200$ and $v/k_F=0.21$. The integral in (5) is 0.372, which gives

$$Q=\frac{4}{3\pi}\times0.3723=0.158,\qquad S=0.1580\times0.2001=0.0316\ \text{a.u.}=16.3\ \text{eV/nm}.$$

The Thomas–Fermi bound (2) is 0.135. Transfers above $k_F$, which are deflections beyond $60^\circ$, supply 81% of the integral. This is why the fall of $F$ with $k$ matters.

With electronic friction alone, $M\dot v=-Qv$. The speed falls by a factor $e$ in a time $M/Q=281$ fs, and the total path is $Mv/Q=123$ nm. This is a path length in the model, not an implantation depth, because nuclear collisions also slow and deflect the proton. It also assumes a gapless gas down to rest, whereas the largest energy transfer, $2v(k_F+v)$, drops below silicon's 1.12 eV gap near $v\approx0.02$.

## Where the example strains the formula

**Linear response in $Z$.** Measured against the linear Yukawa value, this correction is about 50%. To estimate it, take a Yukawa potential $-Ze^{-\alpha r}/r$ with $Z=1$ and compute its phase shifts $\delta_l$ at $k_F$ without the Born approximation. In a large sphere each $\delta_l$ pulls $\delta_l/\pi$ extra states below the Fermi level, so neutrality of the ion and its cloud requires $(2/\pi)\sum_l(2l+1)\delta_l=Z$, the Friedel sum rule. This fixes $\alpha=1.25$, against $\kappa=1.10$.

The transport cross section follows from the amplitude $k_F^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l$. The recurrence for $\cos\theta\,P_l$ couples neighbouring $l$, so

$$\sigma_{tr}=\frac{4\pi}{k_F^2}\sum_l\left[(2l+1)\sin^2\delta_l-2(l+1)\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1})\right].$$

Split $2l+1=(l+1)+l$ and relabel the second part, so that every term carries the factor $l+1$. The identity $\sin^2a+\sin^2b-2\sin a\sin b\cos(a-b)=\sin^2(a-b)$ then gives

$$\sigma_{tr}=\frac{4\pi}{k_F^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

The result is $Q=0.202$, which is 1.49 times the linear Yukawa value 0.135. It depends on the assumed shape of the potential: the form $-Ze^{-\beta r}(1/r+\beta/2)$, with $\beta$ fixed by the same sum rule, gives 0.239. A correction of this size at $Z=1$ means that scaling (5) by $Z^2=25$ to a bare boron nucleus would have no justification.

**Exchange.** Electrons also respond to the change in exchange potential. In the local density approximation the exchange potential is $-k_F/\pi$, whose density derivative is $-\pi/k_F^2$. Adding this to $4\pi/k^2$ in the screening equation multiplies $\varepsilon-1$ by $1-k^2/(4k_F^2)$. Screening weakens at large $k$, and $Q$ rises by a factor 1.40. This factor is only indicative, because the local density approximation assumes slow variation while most of the integral comes from $k>k_F$. Hubbard's approximate exchange correction, which replaces $k^2/(4k_F^2)$ by $k^2/[2(k^2+k_F^2)]$, gives 1.25. Correlation is left out.

**Band gap.** Barring energy transfers below 1.12 eV, the smallest (indirect) gap, with metallic screening kept, removes about 1% of the loss. This figure is sensitive to where the bar is set: a bar at the direct gap of about 3.4 eV removes about 20%. The gap also weakens static screening. A simple interpolation is $1/(\varepsilon_g-1)=1/(11.7-1)+1/(\varepsilon-1)$, where 11.7 is silicon's static dielectric constant. Used alone in (5), it fails: $\varepsilon_g$ stays finite as $k\to0$, and the logarithmic divergence returns. A quadrature routine can still return a finite number for this divergent integral, such as 3.894 times $Q$ here, but that number has no physical meaning.

The bar on energy transfers below the gap $E_g$ supplies the missing cutoff at $k=E_g/v=0.0412/0.200=0.206$. The inner integral in (6) then starts at $E_g$, which multiplies the integrand of (5) by $1-(0.206/k)^3$. With this factor included, the weaker screening adds about 0.045, 0.024, 0.007 and 0.002 to the integrand at $k=0.5$, 1.0, 1.5 and $2k_F$. Integrated from the cutoff to $2k_F$, the addition is 0.037, or about a tenth of the integral 0.372. Neither the size nor the sign of this estimate is secure. It uses a static $\varepsilon_g$ for losses that occur only at $\omega>E_g$, and it pairs a 1.12 eV bar with a constant of 11.7 that belongs to a much larger average gap. A gapped model that respects the Kramers–Kronig relations (Levine and Louie) takes $\varepsilon_g(k,\omega)=\varepsilon(k,\sqrt{\omega^2-E_g^2})$, with static limit $1+\omega_p^2/E_g^2$ at small $k$ and $\omega_p=16.6$ eV here. In (6) it lowers the stopping at $v=0.2$, by about 5% for $E_g=1.12$ eV and by about 65% for $E_g=5.1$ eV, the value that reproduces 11.7. A single gap parameter cannot describe both the small indirect gap and the large average gap, so the effect of the gap in real silicon is not settled by these models.

**Other channels.** The ZBL universal formula gives a nuclear stopping of 2.4 eV/nm, about 15% of the electronic value, and this is a separate loss to be added. The ratio $k_BT/E_F$ is 0.002 at 300 K. A head-on collision reverses an electron's velocity relative to the ion, so a valence electron gains at most $2v(k_F+v)=12.6$ eV. Silicon's 2p electrons are bound by roughly 100 eV. They see an effective nuclear charge of roughly 10, so their typical speed is roughly $10/2=5$ atomic units. The same estimate gives such an electron about 57 eV, too little for ionization at that typical speed in this binary picture. Only the fast tail, about 4% of a hydrogenic 2p momentum distribution, lies above the speed of about 9 needed to gain 100 eV.

**Beside real silicon.** The density and speed are realistic for the stated case, but the uniform gas is not. Valence charge in the crystal is concentrated in bonds and thin in open channels, so the local friction depends on the proton's path, and hydrogen may carry a bound electron. Neither effect is sized here. The nonlinear estimate raises the Yukawa value of $Q$ by about 50%, and exchange raises (5) by about 25% to 40%, depending on the approximation. The two were found separately, and nothing here justifies multiplying them, but they suggest that 16 eV/nm is low for a bare proton in a gapless uniform gas of this density. For the crystal these estimates do not fix the net shift, because the size and sign of the gap effect are left open above.

## Numbers as computed

```
INPUTS
silicon lattice constant          0.543 nm
proton energy                     1000 eV
band gap                          1.12 eV
static dielectric constant of Si  11.7
temperature                       300 K
ELECTRON GAS AND ION
valence electron density          199.9 nm^-3
density n                         0.02962 a.u.
density radius rs                 2.005 a.u.
Fermi wavenumber kF               0.9572 a.u.
Thomas-Fermi wavenumber kappa     1.1040 a.u.
Fermi energy                      12.47 eV
proton speed v                    0.2001 a.u.
v / kF                            0.209
FRICTION
eps(k,0) at k = 0.5 a.u.          5.7624
eps(k,0) at k = 1.0 a.u.          2.1010
eps(k,0) at k = 1.5 a.u.          1.4115
integral over k                   0.3723
share of integral from k > kF     0.811
Q, Lindhard                       0.1580 a.u.
Q, Thomas-Fermi closed form       0.1353 a.u.
stopping force Q v                16.26 eV/nm
velocity relaxation time M/Q      281 fs
path M v/Q, electronic only       123 nm
Q at rs = 1.5 a.u.                0.1950 a.u.
Q at rs = 2.0 a.u.                0.1583 a.u.
Q at rs = 3.0 a.u.                0.1135 a.u.
TESTS
transition count / ring law       0.9986
shifted-sphere drag / Q_TF v      0.99996
weak-charge phase shifts / Q_TF   1.00014
weak-charge Friedel sum / Z       1.00002
full S / (Q v) at v = 0.0100 a.u.  1.00010
full S / (Q v) at v = 0.1000 a.u.  1.00473
full S / (Q v) at v = 0.2001 a.u.  1.01302
full S / (Q v) at v = 0.4000 a.u.  1.03180
NEGLECTED EFFECTS
Yukawa alpha, Friedel, Z = 1      1.2535 a.u.
s-wave phase shift, Z = 1         0.9201 rad
Q, nonlinear Yukawa, Z = 1        0.2021 a.u.
nonlinear / linear Yukawa Q       1.493
Q with exchange / Q               1.404
Q with gapped screening / Q       3.894
loss kept above the gap           0.989
nuclear stopping, ZBL             2.38 eV/nm
kT / Fermi energy                 0.00207
largest transfer to one electron  12.6 eV
```
